# Ring-polymer autocorrelation of the squared position of a harmonic oscillator: test program

```python
"""Ring-polymer autocorrelation of q^2 for a harmonic oscillator (hbar = 1).

Result under test, for n beads at inverse temperature beta:
  C_n(t) = [ (sum_k W_k^-2)^2 + sum_k (1+cos(2 W_k t))/W_k^4 ]/(beta m)^2,
  W_k^2 = omega^2 + (2 n/beta sin(pi k/n))^2.
The exact Kubo function contains only frequencies 0 and 2 omega:
  K(t) = [2 c^2 - 1 + (2 c/x) cos(2 omega t)]/(2 m omega)^2,
  x = beta omega, c = coth(x/2).
m is the mass and omega the oscillator frequency. All ring-polymer lines at
2 W_k with k != 0 are spurious. Hartree atomic units are used.
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants

m, omega, beta = 2000.0, 0.005, 1000.0
x = beta * omega
c = 1 / np.tanh(x / 2)
csch2 = 1 / np.sinh(x / 2)**2
a2 = 1 / (2 * m * omega)


def mode_frequencies(n, b=beta):
    k = np.arange(n)
    return np.sqrt(omega**2 + (2 * n / b * np.sin(np.pi * k / n))**2)


def ring_formula(n, t):
    w = mode_frequencies(n)
    return (np.sum(w**-2)**2
            + np.sum((1 + np.cos(2 * w * t)) / w**4)) / (beta * m)**2


def kubo_formula(t):
    return a2**2 * (2 * c**2 - 1 + 2 * c / x * np.cos(2 * omega * t))


def gaussian_cubature(d):
    """Nodes and weights exact to degree five for d unit normal variables."""
    r = np.sqrt(3.0)
    nodes, weights = [np.zeros(d)], [1 + (d * d - 7 * d) / 18]
    for i in range(d):
        for si in (-r, r):
            v = np.zeros(d)
            v[i] = si
            nodes.append(v)
            weights.append((4 - d) / 18)
            for j in range(i):
                for sj in (-r, r):
                    u = v.copy()
                    u[j] = sj
                    nodes.append(u)
                    weights.append(1 / 36)
    return np.array(nodes), np.array(weights)


def bead_definition(n):
    """Flow generator, second moments and q^2-weighted second moments."""
    bn = beta / n
    shift = np.roll(np.eye(n), 1, axis=0)
    springs = m * omega**2 * np.eye(n)
    springs += m / bn**2 * (2 * np.eye(n) - shift - shift.T)
    flow = np.block([[np.zeros((n, n)), np.eye(n) / m],
                     [-springs, np.zeros((n, n))]])
    nodes, weights = gaussian_cubature(2 * n)
    root = np.linalg.cholesky(np.linalg.inv(bn * springs))
    q = nodes[:, :n] @ root.T
    p = nodes[:, n:] * np.sqrt(m / bn)
    z = np.hstack([q, p])
    initial_q2 = np.mean(q**2, axis=1)
    second = z.T @ (weights[:, None] * z)
    weighted = z.T @ ((weights * initial_q2)[:, None] * z)
    return flow, springs, second, weighted


def bead_average(matrix, n):
    return np.trace(matrix[:n, :n]) / n


# Exact oscillator from a real-space grid, with the imaginary-time integral.
length = 1 / np.sqrt(m * omega)
dx = 0.3 * length
index = np.arange(-35, 36)
grid = index * dx
diff = index[:, None] - index[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 3, 2 * (-1.0)**np.abs(diff) / safe**2)
H = kinetic / (2 * m * dx**2) + np.diag(m * omega**2 * grid**2 / 2)
energy, states = np.linalg.eigh(H)
gaps = energy[:, None] - energy[None, :]
s_nodes, s_weights = np.polynomial.legendre.leggauss(40)
s_nodes, s_weights = (s_nodes + 1) / 2, s_weights / 2
thermal = sum(ws * np.outer(np.exp(-(1 - s) * beta * energy),
                            np.exp(-s * beta * energy))
              for s, ws in zip(s_nodes, s_weights))
thermal /= np.sum(np.exp(-beta * energy))


def kubo_lines(values_on_grid):
    matrix = states.T @ (values_on_grid[:, None] * states)
    return thermal * matrix**2


lines_q2, lines_q = kubo_lines(grid**2), kubo_lines(grid)
times = np.array([0.0, 100.0, 200.0, 314.0, 628.0, 1500.0])
for t in times:
    direct = np.sum(lines_q2 * np.cos(gaps * t))
    assert np.isclose(direct, kubo_formula(t), rtol=1e-7, atol=1e-12)
near_zero = np.abs(gaps) < 1e-5 * omega
near_two = np.abs(np.abs(gaps) - 2 * omega) < 1e-5 * omega
kubo_static = np.sum(lines_q2[near_zero])
kubo_amp = np.sum(lines_q2[near_two])
kubo_other = np.sum(lines_q2[~(near_zero | near_two)])
assert np.isclose(kubo_static, a2**2 * (2 * c**2 - 1), rtol=1e-7)
assert np.isclose(kubo_amp, a2**2 * 2 * c / x, rtol=1e-7)
assert abs(kubo_other) < 1e-8 * kubo_amp

# Ring-polymer definition against the mode formula, including derivatives.
derivatives = {}
for n in (1, 2, 4, 5, 32):
    flow, springs, second, weighted = bead_definition(n)
    w = mode_frequencies(n)
    assert np.allclose(np.linalg.eigvalsh(springs / m), np.sort(w**2),
                       rtol=1e-9, atol=1e-14)
    for t in times:
        U = expm(flow * t)
        direct = bead_average(U @ weighted @ U.T, n)
        assert np.isclose(direct, ring_formula(n, t), rtol=1e-7)
        linear = np.mean((U @ second)[:n, :n])
        exact_linear = np.sum(lines_q * np.cos(gaps * t))
        assert np.isclose(linear, exact_linear, rtol=1e-7, atol=1e-10)
    D, values = weighted.copy(), []
    for order in range(4):
        D = flow @ D + D @ flow.T
        values.append(bead_average(D, n))
    derivatives[n] = (values[1], values[3])
    assert np.isclose(values[1], -4 * np.sum(w**-2) / (beta * m)**2, rtol=1e-6)
    assert np.isclose(values[3], 16 * n / (beta * m)**2, rtol=1e-6)
kubo_d2 = -np.sum(lines_q2 * gaps**2 * near_two)
kubo_d4 = np.sum(lines_q2 * gaps**4 * near_two)
assert np.isclose(kubo_d4, 16 * (x / 2) * c / (beta * m)**2, rtol=1e-6)
large_w = mode_frequencies(4096)
assert np.isclose(-4 * np.sum(large_w**-2) / (beta * m)**2, kubo_d2, rtol=1e-5)

# Spectrum of the four-bead signal obtained directly in bead coordinates.
n4, dt, count = 4, 50.0, 16384
flow, springs, second, weighted = bead_definition(n4)
step, M = expm(flow * dt), weighted.copy()
signal = np.empty(count)
for i in range(count):
    signal[i] = bead_average(M, n4)
    M = step @ M @ step.T
window = np.blackman(count)
window /= np.sum(window)
measured_static = np.sum(window * signal)
signal -= measured_static
sample_times = dt * np.arange(count)


def measured_amplitude(frequency):
    return 2 * abs(np.sum(window * signal * np.exp(-1j * frequency * sample_times)))


spectrum = 2 * np.abs(np.fft.rfft(window * signal))
frequencies = 2 * np.pi * np.fft.rfftfreq(count, dt)
inner = spectrum[1:-1]
is_peak = ((inner > spectrum[:-2]) & (inner > spectrum[2:])
           & (inner > 0.01 * spectrum.max()))
peaks = frequencies[1:-1][is_peak]
w4 = mode_frequencies(n4)
expected = 2 * w4[:3]
amp4 = np.array([1, 2, 1]) / (w4[:3]**4 * (beta * m)**2)
assert len(peaks) == 3
assert np.all(np.abs(peaks - expected) < frequencies[1])
found_amp = np.array([measured_amplitude(f) for f in expected])
assert np.allclose(found_amp, amp4, rtol=1e-5)
assert max(measured_amplitude(f) for f in w4[:3]) < 1e-4 * amp4[0]
static4 = (np.sum(w4**-2)**2 + np.sum(w4**-4)) / (beta * m)**2
assert np.isclose(measured_static, static4, rtol=1e-6)

# Infinite-bead limits and the high-temperature behaviour.
static_limit = a2**2 * (c**2 + c / x + csch2 / 2)
static_large = (np.sum(large_w**-2)**2 + np.sum(large_w**-4)) / (beta * m)**2
assert np.isclose(static_large, static_limit, rtol=1e-5)
assert static_limit > kubo_static
assert np.isclose(ring_formula(4096, 0), np.sum(lines_q2), rtol=1e-5)
spurious = x * c / 4 + x**2 * csch2 / 8 - 1
assert np.isclose(np.sum((omega / large_w[1:])**4), spurious, rtol=1e-5)
hot_x = 0.2
hot_w = mode_frequencies(4096, hot_x / omega)
hot_weight = np.sum((omega / hot_w[1:])**4)
assert np.isclose(hot_weight, hot_x**4 / 720, rtol=0.01)
ratio = amp4[0] / kubo_amp
assert np.isclose(ratio, 2 / x * np.tanh(x / 2), rtol=1e-7)
limit_k = np.arange(1, 4)
limit_w = np.sqrt(omega**2 + (2 * np.pi * limit_k / beta)**2)
limit_amp = 2 / ((beta * m)**2 * limit_w**4)
assert np.allclose(large_w[1:4], limit_w, rtol=1e-5)

kelvin = physical_constants['hartree-kelvin relationship'][0]
wavenumber = physical_constants['hartree-inverse meter relationship'][0] / 100
print(f"mass = {m:.0f} m_e; omega = {omega:.4f} E_h/hbar; beta = {beta:.0f} 1/E_h")
print(f"temperature = {kelvin / beta:.1f} K; omega = {omega * wavenumber:.1f} cm^-1")
print(f"x = {x:.3f}; coth(x/2) = {c:.6f}; csch^2(x/2) = {csch2:.6f} (no unit)")
print(f"1/(2 m omega) = {a2:.5f} bohr^2")
print(f"four beads: omega_n = {n4 / beta:.5f} E_h/hbar")
print("four-bead lines (frequencies in 1e-3 E_h/hbar, amplitude in 1e-4 bohr^4)")
for k in range(3):
    wk = np.sqrt(max(w4[k]**2 - omega**2, 0))
    print(f"k={k}: omega_k={1e3 * wk:.4f}, Omega_k={1e3 * w4[k]:.4f}, "
          f"2Omega_k={2e3 * w4[k]:.4f}, amplitude={1e4 * amp4[k]:.5f}")
print("(k=1 amplitude includes its degenerate partner k=3)")
print("peaks found by Fourier transform, 1e-3 E_h/hbar:", np.round(1e3 * peaks, 3))
print(f"Fourier bin width = {1e3 * frequencies[1]:.5f} 1e-3 E_h/hbar")
print(f"four-bead constant part = {1e4 * static4:.5f} 1e-4 bohr^4")
print(f"Kubo constant part = {1e4 * kubo_static:.5f} 1e-4 bohr^4")
print(f"Kubo amplitude at 2omega = {1e4 * kubo_amp:.5f} 1e-4 bohr^4")
print(f"ring-polymer/Kubo amplitude ratio at 2omega = {ratio:.5f}")
print(f"infinite-bead constant part = {1e4 * static_limit:.5f} 1e-4 bohr^4")
print("infinite-bead spurious lines")
for k, wk, amp in zip(limit_k, limit_w, limit_amp):
    print(f"k={k}: 2Omega_k = {2e3 * wk:.4f} 1e-3 E_h/hbar = "
          f"{2 * wk * wavenumber:.1f} cm^-1; amplitude = {1e4 * amp:.5f} 1e-4 bohr^4")
print(f"physical line 2omega = {2 * omega * wavenumber:.1f} cm^-1")
print(f"total spurious / ring-polymer 2omega amplitude, n infinite = {spurious:.5f}")
print(f"same ratio at x={hot_x:.1f}: sum={hot_weight:.4e}, x^4/720={hot_x**4 / 720:.4e}")
print("initial values C_n(0), 1e-4 bohr^4")
for n in (1, 4, 32, 256):
    print(f"n={n}: {1e4 * ring_formula(n, 0):.5f}")
print(f"Kubo: {1e4 * np.sum(lines_q2):.5f}")
print("time (a.u.); C_4, C_32, C_256, Kubo (all 1e-4 bohr^4)")
for t in times:
    row = [ring_formula(n, t) for n in (4, 32, 256)] + [kubo_formula(t)]
    print(f"{t:.0f}; " + ", ".join(f"{1e4 * value:.5f}" for value in row))
print("derivatives at t=0: second, fourth (bohr^4 per a.u. time^2, time^4)")
for n in (4, 32):
    print(f"n={n}: {derivatives[n][0]:.5e}, {derivatives[n][1]:.5e}")
print(f"Kubo: {kubo_d2:.5e}, {kubo_d4:.5e}")
print("PASS")
```

Output:

```
mass = 2000 m_e; omega = 0.0050 E_h/hbar; beta = 1000 1/E_h
temperature = 315.8 K; omega = 1097.4 cm^-1
x = 5.000; coth(x/2) = 1.013567; csch^2(x/2) = 0.027319 (no unit)
1/(2 m omega) = 0.05000 bohr^2
four beads: omega_n = 0.00400 E_h/hbar
four-bead lines (frequencies in 1e-3 E_h/hbar, amplitude in 1e-4 bohr^4)
k=0: omega_k=0.0000, Omega_k=5.0000, 2Omega_k=10.0000, amplitude=4.00000
k=1: omega_k=5.6569, Omega_k=7.5498, 2Omega_k=15.0997, amplitude=1.53894
k=2: omega_k=8.0000, Omega_k=9.4340, 2Omega_k=18.8680, amplitude=0.31562
(k=1 amplitude includes its degenerate partner k=3)
peaks found by Fourier transform, 1e-3 E_h/hbar: [10.002 15.102 18.868]
Fourier bin width = 0.00767 1e-3 E_h/hbar
four-bead constant part = 24.48399 1e-4 bohr^4
Kubo constant part = 26.36593 1e-4 bohr^4
Kubo amplitude at 2omega = 10.13567 1e-4 bohr^4
ring-polymer/Kubo amplitude ratio at 2omega = 0.39465
infinite-bead constant part = 31.09229 1e-4 bohr^4
infinite-bead spurious lines
k=1: 2Omega_k = 16.0597 1e-3 E_h/hbar = 3524.7 cm^-1; amplitude = 1.20266 1e-4 bohr^4
k=2: 2Omega_k = 27.0491 1e-3 E_h/hbar = 5936.6 cm^-1; amplitude = 0.14944 1e-4 bohr^4
k=3: 2Omega_k = 39.0029 1e-3 E_h/hbar = 8560.1 cm^-1; amplitude = 0.03457 1e-4 bohr^4
physical line 2omega = 2194.7 cm^-1
total spurious / ring-polymer 2omega amplitude, n infinite = 0.35233
same ratio at x=0.2: sum=2.2180e-06, x^4/720=2.2222e-06
initial values C_n(0), 1e-4 bohr^4
n=1: 12.00000
n=4: 30.33855
n=32: 36.37986
n=256: 36.49970
Kubo: 36.50161
time (a.u.); C_4, C_32, C_256, Kubo (all 1e-4 bohr^4)
0; 30.33855, 36.37986, 36.49970, 36.50161
100; 26.64067, 32.92080, 33.05732, 31.84226
200; 21.03719, 28.18045, 28.31901, 22.14801
314; 20.82401, 27.27901, 27.41533, 16.23027
628; 27.18546, 33.97830, 34.12927, 36.50156
1500; 19.91245, 28.38559, 28.50783, 18.66599
derivatives at t=0: second, fourth (bohr^4 per a.u. time^2, time^4)
n=4: -8.63237e-08, 1.60000e-11
n=32: -1.01056e-07, 1.28000e-10
Kubo: -1.01357e-07, 1.01357e-11
PASS
```
